Polarization from a cation shift seen in an electron micrograph

**The problem**

An atomic-resolution electron micrograph of a perovskite ferroelectric shows a titanium-like cation displaced by u = 0.010 nm from the centre of its oxygen cage. The cell is a cube of edge a = 0.40 nm, so its volume is V = 0.064 nm³. The Born charge of the cation along the shift is Z = 7, in units of the elementary charge e. Its nominal ionic charge is 4.

(a) Estimate by scaling the polarization that the shift produces.

(b) Find the contribution of this cation to first order in the shift, with the other ions fixed and no macroscopic electric field.

(c) Explain how a cation of nominal charge 4 can act as if it carried 7, and find how well the linear law holds at this shift in a solvable model.

(d) State what else must be known before the result can be called the polarization of the crystal.

Polarization P is electric dipole moment per volume, positive along the shift. Dipoles are in e nm, and

1 e/nm² = 16.022 µC/cm².

**First estimate by scaling**

The natural unit of polarization is one elementary charge per cell face, e/a². Since V = a³, this equals ea/V, or 100.1 µC/cm². The shift is a fraction u/a = 0.010/0.40 = 1/40 of the edge. If a rigid ion of charge Qe moves by u, the dipole changes by Qeu, and

P ≈ Qeu/a³ = Q (e/a²)(u/a).

With the nominal charge Q = 4,

P ≈ 4 × 100.1/40 = 10.01 µC/cm².

The estimate shows how the result scales: in proportion to the shift, and inversely with the cell volume. Its weak point is Q, because the electrons need not travel rigidly with the ion.

**Solution to first order**

Let the same cation move by u in every cell, and let p(u) be the dipole per cell, electrons included. The Born charge is defined by the slope of this dipole at zero macroscopic field,

Ze = dp/du at u = 0.

A Taylor expansion gives p(u) − p(0) = Zeu plus higher powers of u. A block of N cells gains the dipole NZeu and has the volume NV, so N cancels:

ΔP = Zeu/V.

The cell dipole is 7 × 0.010 = 0.070 e nm, and therefore

ΔP = (0.070/0.064) × 16.022 = 17.52 µC/cm² = 0.175 C/m².

The sign follows from Z > 0: the polarization points along the shift.

In a periodic crystal the absolute polarization has a gap in its definition. Reassigning one charge e from each cell to the next changes the cell dipole by ea without changing the bulk, so P is fixed up to multiples of ea/V = 100.1 µC/cm². The change ΔP along a continuous shift has no such freedom if the crystal stays insulating. Here it is also less than half the quantum, so the smallest of the possible values is the right one.

**Where the extra charge comes from**

Consider a chain of alternating anions and cations with cell length a. Each ion has one orbital, of energy −D on the anion and +D on the cation, and neighbours are joined by a hopping energy t. Two electrons of opposite spin per cell fill the lower band. The cation core has charge +4 and the anion core −2, so the cell is neutral. The anion with its electrons stands for everything that balances the cation; it is not a single oxygen ion.

Move all cations to the right by r relative to the anions. Seen from an anion, the right bond lengthens and the left bond shortens. Let their hoppings become

t_right = t − δ, t_left = t + δ, δ = gr,

where g measures how fast the hopping changes with bond length.

*The part carried by the ion.* First set g = 0. The hoppings do not change, so neither do the electron numbers on the sites. If the cation orbital holds N_C electrons, the charge that moves with the ion is 4 − N_C. For D = 1.50 eV and t = 1.20 eV the computed Born charge is then 3.710, so N_C = 4 − 3.710 = 0.290. Covalency without a change of hopping puts the charge slightly below 4, not above it.

*The part carried by electron transfer.* Now hold the orbital positions at r = 0 and change only the hoppings. For wave number k, in the order anion, cation, the off-diagonal element of the Hamiltonian is

H_AC = (t − δ)exp(ika/2) + (t + δ)exp(−ika/2)
= 2t cos(ka/2) − 2iδ sin(ka/2).

The Hamiltonian is thus h·σ, with σ the Pauli matrices. Writing c = cos(ka/2) and s = sin(ka/2),

h = (2tc, 2δs, −D),
E = |h| = √(4t²c² + 4δ²s² + D²).

The bands lie at −E and +E. Call their states v and w. First-order perturbation theory gives the change of the filled state as

dv/dδ = w ⟨w|∂H/∂δ|v⟩/(−2E).

The position operator connects the two bands through

⟨v|x|w⟩ = i⟨v|∂w/∂k⟩ = i⟨v|∂H/∂k|w⟩/(2E).

The second equality follows from differentiating Hw = Ew with respect to k and projecting on v. The electron centre x̄ moves by the average over k of 2 Re⟨v|x|dv/dδ⟩. Let M = ⟨v|∂H/∂k|w⟩⟨w|∂H/∂δ|v⟩. Then

2 Re⟨v|x|dv/dδ⟩ = −2 Re(iM)/(4E²) = Im M/(2E²).

To find Im M, put A = ∂h/∂k and B = ∂h/∂δ. Since |w⟩⟨w| = 1 − |v⟩⟨v|, and the term with |v⟩⟨v| is a product of two real averages,

Im M = Im⟨v|(A·σ)(B·σ)|v⟩.

The Pauli product is A·B + i(A×B)·σ, and the lower state has ⟨σ⟩ = −h/E. Hence

Im M = −(A×B)·h/E.

From h one reads off A = (−tas, δac, 0) and B = (0, 2s, 0). Their cross product is (0, 0, −2tas²), and its product with h is +2taDs². Therefore

dx̄/dδ = −(a/2π) ∫ taD s²/E³ dk,

with k running from −π/a to π/a. The minus sign means that the electrons move left while the cations move right. Electrons are negative, so this adds to the dipole. With two electrons per cell, δ = gr and θ = ka, the Born charge is

Z = 4 − N_C + (gatD/π) ∫ sin²(θ/2)/E³ dθ,

with θ from −π to π and E taken at δ = 0.

*The ionic limit.* If D is much larger than 2t, then E is close to D. Each of the two electrons on an anion has a weight of about t²/(2D)² on each of its two neighbours, so N_C is close to t²/D². The integral of sin²(θ/2) is π, so the transfer term is close to gat/D². Both terms are of the same order in 1/D and must be kept:

Z ≈ 4 − t²/D² + gat/D².

The last term, too, can be found without bands. An electron on the anion has the weight (t − δ)²/(2D)² on its right neighbour and (t + δ)²/(2D)² on its left one, since the energy difference is 2D. Its mean position is

x̄ = (a/2)[(t − δ)² − (t + δ)²]/(4D²) = −atδ/(2D²).

Two electrons contribute −2x̄ = atδ/D² to the dipole in units of e. With δ = gr this is the transfer term gat/D² times the shift. The excess charge is therefore a small electron weight carried over the long distance between neighbouring ions.

*The numbers.* The slope g is chosen so that the chain has Z = 7, which requires g = 25.72 eV/nm. The chain thus illustrates how 7 can arise; it does not predict it. Electron transfer supplies 7 − 3.710 = 3.290 of the charge. The ionic limit would give 25.72 × 0.40 × 1.20/1.50² ≈ 5.5 for this part. That is too large, because here 2t = 2.40 eV exceeds D = 1.50 eV and the condition for the limit is not met.

**The finite shift**

At r = 0 the chain is symmetric under inversion about a cation. Inversion turns a shift r into −r and reverses the dipole change, so that change is an odd function of r. The first correction to the linear law is cubic:

p(r) − p(0) = e(Zr − Cr³ + …).

The sign of the correction follows from the exact form of the dipole change in this model,

[p(r) − p(0)]/e = [4 − N_C(δ)]r − 2x̄(δ),

where x̄(δ) is the electron centre found above, with the orbitals at their unshifted places. The lower state has the weight (1 − D/E)/2 on the cation, so with two spins N_C is the average of 1 − D/E over k. A nonzero δ raises E for every k except k = 0. This increases N_C and lowers the charge that moves with the ion. It also reduces the integrand s²/E³, so the electron transfer grows less than in proportion to δ. Both effects make the dipole smaller than the linear law predicts.

The size was computed by diagonalizing open chains, whose dipole is a plain sum of charge times position. Subtracting the results for two chain lengths removes the contribution of the ends. The dipole divided by the shift is

6.998 e at r = 0.001 nm,
6.854 e at r = 0.010 nm.

The first value agrees with the slope of 7 obtained from the periodic chain. At the second shift the hoppings are 0.943 and 1.457 eV, so the bonds differ strongly, yet the dipole is only 2.1 % below the linear value. This size depends on the choice of t and D and on the assumption that the hoppings change linearly with r. An exponential dependence on bond length with the same slope gives 1.5 % here, and in a more ionic chain tuned to the same Z it can reverse the sign of the correction. The polarization becomes 17.16 instead of 17.52 µC/cm². As a test of the cubic law, the departure from linearity at 0.004 nm was compared with that at 0.002 nm. The ratio is 7.95, close to 2³ = 8.

Thermal motion enters through the same curvature. If the shift fluctuates about u with standard deviation σ_u, then

⟨(u + ξ)³⟩ = u³ + 3uσ_u²,

because the odd averages of the fluctuation ξ vanish. The linear term is unaffected, while the cubic one grows by the factor 1 + 3σ_u²/u². For an assumed σ_u = 0.008 nm this factor is 1 + 3 × 0.64 = 2.92, so the 2.1 % reduction should become about 6 %. The average over the full chain dipole gives 16.64 µC/cm², which is 5.0 % below the linear value. Terms beyond the cubic make up the difference. The calculation lets all cells vibrate together, whereas real atoms move partly independently, so it indicates a size and no more.

**Comparison of the estimate with the solution**

Both results have the form (charge) × eu/V, and their ratio is the ratio of the charges:

17.52/10.01 = 7/4 = 1.75.

Scaling gave the correct order of magnitude and the correct dependence on u and V. It missed 43 % of the first-order result because it treated the ion as rigid. The correction for the finite shift, 2.1 % in the chain, is much smaller. For this shift, then, the choice of charge matters far more than the departure from linearity, as far as the chain is a guide.

**From one cation to the crystal**

*The other ions.* If all ions move, the first-order polarization is the sum over the cell,

P = (e/V) Σ Z_i u_i.

A rigid translation by b changes this by (eb/V) Σ Z_i. Translating a neutral crystal produces no polarization, so the Born charges must sum to zero. In the chain, the anion's Born charge, computed by moving the anion, is −7.000, as this requires. The total P is then the same whichever ion is taken as the origin of the displacements. The share of one cation is not.

Take rough perovskite charges: 2.8 for the large A cation, 7.0 for the titanium-like B cation, −5.8 for the oxygen on the axis of the shift and −2.0 for each of the other two. Their sum is zero. Suppose that, relative to a rigid oxygen cage, B moves by 0.010 nm and A by 0.005 nm. The cell dipole is

7.0 × 0.010 + 2.8 × 0.005 = 0.084 e nm,

which gives P = 21.03 µC/cm², of which A supplies 3.50.

Now measure the same structure relative to the A cations. B has moved by 0.005 nm and every oxygen by −0.005 nm. The dipole is

7.0 × 0.005 + 9.8 × 0.005 = 0.084 e nm,

as before, but the share of B has fallen from 17.52 to 8.76 µC/cm². The answer to part (b) therefore belongs to a displacement measured from the oxygen cage. If the micrograph shows only the two cations, the oxygen positions must come from elsewhere.

*The measurement.* An error of 0.001 nm in the shift changes the result by 1.75 µC/cm², or 10 %. An error of 1 % in the cell volume changes it by 0.17 µC/cm². At this level the position error outweighs both the volume error and the curvature found in the chain.

A micrograph also projects the whole thickness of the foil. Suppose that a tenth of the thickness belongs to a domain with the opposite shift, and that the image shows the mean column position. The mean shift is (0.9 − 0.1)u = 0.8u, and the apparent polarization is 14.02 µC/cm². This is the correct average through the foil, but it is 20 % too low for the main domain. Real image formation need not weight all depths equally.

*The electrical boundary.* The Born charge was defined at zero macroscopic field. Consider the opposite case: a wide plate polarized normal to its faces, with no compensating charge on them and one domain throughout. Hold the ions at their shifted places, so that only the electrons respond to the field F. With the electronic dielectric constant ε∞,

P = P₀ + ε₀(ε∞ − 1)F, P₀ = 17.52 µC/cm².

Without free charge the displacement field vanishes inside the plate, ε₀F + P = 0, so F = −P/ε₀. Inserting this gives

P = P₀ − (ε∞ − 1)P,
P = P₀/ε∞,
F = −P₀/(ε₀ε∞).

For a rough ε∞ = 5.5 the polarization falls to 3.19 µC/cm², and the field has the size 36.0 MV/cm. It points against the polarization and pushes the cation back. A rough breakdown field is 1 MV/cm; thin films can withstand more, but a value several times larger would still be far below 36. This comparison concerns plates thicker than about 1 nm, across which the voltage exceeds a band gap of 3 eV. At any thickness the field costs an energy P₀|F|V/2, about 0.13 eV per cell, and the other ions, left out of P₀ here, would raise it. An ordinary ferroelectric such as barium titanate gains much less than this from its distortion, so a plate of it could not keep the assumed shift. In such a material an observed uniform shift normal to the faces therefore implies that charges on or near the surfaces cancel most of this field. Alternating domains, or a polarization lying in the plane of the plate, are other ways to avoid it.

**Beside the real material**

The Born charges are roughly those of cubic barium titanate, the undistorted reference. The cell edge and the size of the shift lie in the rough range of the tetragonal phase, whose measured polarization at room temperature is roughly 25 µC/cm². The total of 21.03 µC/cm² has the same size, but the displacement pattern was chosen in round numbers, so the closeness is no test of the theory. The assumption that real crystals break most plainly is that the other ions stay fixed. In the chosen pattern, letting the A cation move raises the result by 20 %. The real oxygen cage is not rigid either: its axial and equatorial oxygens move by different amounts. The chain has a band gap of 2D = 3.0 eV before the shift, a reasonable size for such an oxide. It has one orbital per ion and no interaction between electrons, however, so its 2.1 % should not be carried over to barium titanate as a correction. Published calculations give a titanium charge along the axis about a fifth smaller in the tetragonal phase than in the cubic one, whereas the slope of the chain dipole falls only from 7 to about 6.6 at this shift. The linear law is therefore likely to overestimate the real polarization by more than the chain suggests.

The linear formula fails when the shift is so large that the cubic and higher terms are no longer small beside the linear one, when the crystal conducts, or when the field inside it is not small. Within those limits, a shift of 0.010 nm from the oxygen cage gives this cation a share of about 17.5 µC/cm². The 10 % position error alone leaves its second digit uncertain. The numerical output below lists the values used.

Computed values

```
Born charge: 7.0 e
Cation shift: 0.010 nm
Cell volume: 0.064 nm^3; cell edge: 0.40 nm
Elementary charge: 1.6022e-19 C
Conversion: 1 e/nm^2 = 16.022 uC/cm2
Cell dipole: 0.070 e nm
Polarization contribution: 17.52 uC/cm2 = 0.1752 C/m^2
Same with nominal charge 4: 10.01 uC/cm2
Polarization quantum e*a/V: 100.1 uC/cm2
-- chain model --
Hopping t: 1.20 eV; site energies: +/-1.50 eV
Hopping slope tuned to Born charge 7: 25.72 eV/nm
Hoppings at the shift: 0.943 and 1.457 eV
Born charge with zero hopping slope: 3.710 e
Anion Born charge: -7.000 e
Open-chain dipole/shift at 0.001 nm: 6.998 e
Open-chain dipole/shift at 0.010 nm: 6.854 e
Open-chain polarization at 0.010 nm: 17.16 uC/cm2
Deviation from linear estimate: -2.1 %
Correction ratio on doubling the shift: 7.95
Assumed rms vibration: 0.008 nm
Chain polarization averaged over it: 16.64 uC/cm2
-- other ions (rough charges, chosen shifts) --
Charges A, B, O axial, O eq, O eq (e): [ 2.8  7.  -5.8 -2.  -2. ]
Shifts, oxygen-cage frame (nm): [0.005 0.01  0.    0.    0.   ]
Shifts, A-cation frame (nm): [ 0.     0.005 -0.005 -0.005 -0.005]
A-cation share, cage frame: 3.50 uC/cm2
B-cation share, A frame: 8.76 uC/cm2
Total, cage frame: 21.03 uC/cm2
Total, A frame: 21.03 uC/cm2
-- measurement and boundary --
Effect of 0.001 nm position error: 1.75 uC/cm2
Effect of 1 % volume error: 0.17 uC/cm2
Reversed part of foil thickness: 10 %
Apparent polarization then: 14.02 uC/cm2
Electronic dielectric constant (rough): 5.5
Polarization of unscreened plate: 3.19 uC/cm2
Field in unscreened plate: 36.0 MV/cm
Breakdown field (rough): 1.0 MV/cm
```
